Impact energy of nitrogen atoms from a 500 eV molecular ion

**Common data**

A zirconium target is sputtered in nitrogen. A singly charged molecular ion N₂⁺ starts at rest, falls through 500 V and reaches the target, where it dissociates. Its total kinetic energy is E = 500 eV. The atomic masses are 14.007 u for nitrogen, written m, and 91.224 u for zirconium, written M. The missing electron's mass is neglected.

In the independent-atom approximation the molecule is replaced, at impact, by two separate atoms that keep the velocities they had in the molecule. Algebra is in atomic units, where ħ, the electron mass and the elementary charge equal 1. Numbers are in eV, nm, fs and the usual process units.

**Part (a). Neglect vibration, rotation and any energy exchanged in breakup before impact. Find the impact energy of each nitrogen atom. Does it matter which atom carries the charge?**

*Model answer.* With no internal motion, both atoms have the molecular velocity V. The molecule has mass 2m, so

E = ½(2m)V² = mV², which gives V² = E/m.

Each atom has mass m and the same velocity, hence

E_atom = ½mV² = ½m(E/m) = E/2.

For the given ion,

E_atom = 500 eV / 2 = 250 eV = 9.187 hartree.

The speed is V = √(E/m) = 58.7 km/s, or 0.0587 nm/fs. The two energies add up to 500 eV, as they must.

The position of the charge does not matter. Suppose that the field pulls with force F on atom 1 alone, and that the bond pulls atom 2 forward with force T. Then

m a₁ = F − T and m a₂ = T.

A bond of steady length requires a₁ = a₂, so T = F/2. The bond passes half of the force to the uncharged atom, and both atoms gain speed together. This argument is for a bond along the field. If the bond is tilted, a charge on one atom also feels a torque. The relative coordinate feels the force F/2, and turning the bond changes its projection on the field by at most twice the bond length r₀, so the internal kinetic energy gained is at most F r₀. For 500 V across 1 mm and r₀ = 0.11 nm this is 5.5 × 10⁻⁵ eV, which by part (b) shifts an atom by at most 0.17 eV. The position of the charge is therefore unimportant as long as the field is this weak.

This was tested by integrating the motion of two atoms joined by a Morse bond (depth 9 eV, length 0.11 nm, range parameter 27 nm⁻¹), with a constant force of 5 eV/nm on one atom, directed along the bond. After 500 eV of work, the charged atom had 249.68 eV and the other 250.32 eV. The difference comes from a weak vibration started by switching the force on suddenly; part (b) shows why even so weak a vibration is visible. The test force is about ten thousand times that of 500 V across a 1 mm sheath, so steady acceleration in such a sheath would excite far less vibration.

**Part (b). Before impact the molecule breaks up and releases a kinetic energy K, measured in its centre-of-mass frame. Find the atomic energies, their mean and their rms spread for isotropic directions. Evaluate them for K = 1 eV.**

*Model answer.* Equal masses separate with opposite velocities u and −u in the centre-of-mass frame. Therefore

K = ½mu² + ½mu² = mu², so u = √(K/m).

In the laboratory the velocities are V + u and V − u, as vectors. If θ is the angle between u and V,

E± = ½m(V² + u² ± 2Vu cos θ)
= ½mV² + ½mu² ± mVu cos θ.

Now mV² = E, mu² = K and mVu = m√(E/m)√(K/m) = √(EK). Thus

E± = E/2 + K/2 ± √(EK) cos θ.

The release enters the mean linearly, but it enters the spread through the product of a large and a small velocity. For isotropic directions cos θ is uniformly distributed between −1 and 1. Its mean is zero and its mean square is

½∫₋₁¹ c² dc = 1/3.

The mean energy is therefore (E + K)/2 and the rms spread about it is √(EK/3). For K = 1 eV,

mean = (500 + 1)/2 = 250.5 eV,
rms spread = √(500 × 1/3) = 12.9 eV.

The extremes occur at cos θ = ±1:

E_extreme = (E + K ± 2√(EK))/2 = (√E ± √K)²/2,

that is, 228.1 eV and 272.9 eV. A release of 0.2% of the beam energy moves the mean by 0.2%, yet it can shift one atom by about 9% of 250 eV. When K → 0, both atoms return to E/2.

The formula also explains the calculation in part (a). The atoms there differed from 250 eV by 0.32 eV, which along the beam requires only K = 0.32²/500 ≈ 2 × 10⁻⁴ eV.

**Part (c). Estimate the spread when there is no release, but the molecule vibrates in its ground state and rotates at 300 K. Take the vibrational quantum as 0.280 eV and the orientations as isotropic.**

*Model answer.* The independent atoms inherit their internal velocities at impact, so the result of part (b) applies with K replaced by the mean internal kinetic energy. The small spread of K/2 itself is neglected.

In scaled position Q and momentum P, a harmonic vibration has

H = (ω/2)(P² + Q²).

Its Gaussian ground state has the same width in P as in Q, so kinetic and potential energy are equal on average. Each is half of the zero-point energy ω/2:

K_vib = ω/4 = 0.280 eV / 4 = 0.0700 eV.

The ground state of the Morse bond, found by diagonalization, gives 0.0694 eV, so anharmonicity is unimportant here. The spread is

√(500 × 0.0700/3) = 3.4 eV.

Classical rotation of a diatomic molecule has two quadratic energy terms, each with mean k_BT/2. Hence K_rot = k_BT = 0.0259 eV at 300 K, and the spread is

√(500 × 0.0259/3) = 2.1 eV.

The vibrational velocity lies along the bond and the rotational velocity across it, with independent signs. The variances therefore add:

√(3.4² + 2.1²) ≈ 4.0 eV.

Even without a release, 250 eV is the centre of a distribution with an rms spread of about 4 eV. A rotationally hotter ion would have a wider one.

**Part (d). Find the largest energy that one 250 eV nitrogen atom can give to a free zirconium atom at rest in an elastic collision. Compare it with the value for a single compact particle of mass 2m and energy 500 eV.**

*Model answer.* The largest transfer occurs head-on. Let the nitrogen velocity change from V to V′ and let zirconium leave with W. Momentum and energy conservation give

m(V − V′) = MW,
m(V² − V′²) = MW².

Division of the second equation by the first gives V + V′ = W, so V′ = W − V. Substitution in the first gives

m(2V − W) = MW, hence W = 2mV/(m + M).

The transferred fraction is

½MW² / (½mV²) = 4mM/(m + M)².

For one nitrogen atom,

4 × 14.007 × 91.224/(105.231)² = 0.4616,
0.4616 × 250 eV = 115.4 eV.

A head-on trajectory in a screened Coulomb repulsion (the universal Ziegler–Biersack–Littmark potential) also gives 115.4 eV. For the compact particle, m is replaced by 2m and the incident energy is 500 eV, which gives 359.5 eV. This is about three times as much, because both the incident energy and the transferred fraction are larger.

**Part (e). Is it justified to ignore the bond during the collision? Does it follow that the two atoms always deliver their energies independently?**

*Model answer.* The atom crosses a typical collision length of 0.1 nm in 0.1/0.0587 = 1.70 fs, while one vibration takes 14.8 fs. The bond has little time to act.

Its force can also be bounded during stretching. With x = exp[−a(r − r₀)], the Morse energy D(1 − x)² gives an attractive force 2Dax(1 − x). This is largest at x = ½, where it equals Da/2 = 9 × 27/2 ≈ 122 eV/nm. In 1.70 fs it supplies an impulse of at most about 207 eV fs/nm. The atom's momentum is

mV = 2E_atom/V = 500/0.0587 ≈ 8500 eV fs/nm,

so the impulse over that time is at most about 2.4% of it. The atom slows as it strikes, so the real collision lasts somewhat longer, but the impulse remains a few percent at most. This bound covers stretching only; it does not apply when one nitrogen atom is driven into the other.

Trajectories with a free zirconium atom confirm that the bond matters little in side-by-side impact, in which one nitrogen atom is aimed at zirconium and the other travels 0.11 nm to its side. Zirconium receives 125.7 eV without the bond and 126.2 eV with it, a change of 0.36%. The size depends on the aim: with the centre of the molecule aimed at zirconium the change is about 3.6%, from 66.6 to 69.0 eV. Both values exceed 115.4 eV because the second nitrogen atom also repels zirconium.

The second conclusion does not follow. If the molecule arrives end-on, both atoms strike the same zirconium atom. Treat the two blows as separate and let f = 2m/(m + M). The first gives zirconium the velocity fV. The second atom approaches it with relative velocity V − fV and adds f(V − fV). The final velocity is

W₂ = fV + f(V − fV) = (2 − f)fV.

Since 2 − f = 2M/(m + M) = 1.734, the energy is 1.734² × 115.4 ≈ 347 eV. The trajectory without a force between the nitrogen atoms gives 348.5 eV. This is well above 2 × 115.4 = 230.8 eV, since successive blows add velocity and energy grows as its square. In this geometry the result is close to that of the compact particle.

Including the Morse force between the nitrogen atoms changes it only to 349.0 eV. This value depends on the inner wall of the potential, which Morse describes poorly at hundreds of eV; with a screened Coulomb repulsion joined on at short range it is about 345 eV. When the front atom rebounds into the rear one, equal masses exchange velocities in a head-on elastic collision. Zirconium then meets an atom with the same velocity as if the two had passed through each other. This argument needs nearly perfect alignment and well-separated collisions. At a tilt of only 5° from end-on, with the front atom aimed at zirconium, zirconium receives about 343 eV without the force between the nitrogen atoms and about 250 eV with it. Ignoring that force is then not justified.

The value of 250 eV per atom therefore describes the arrival of the atoms. It does not by itself give the energy received by one target atom.

**Part (f). Which omitted effects matter for a real zirconium target in nitrogen? Use 0.003 Torr, 300 K, a sheath width of 1 mm and a charge-exchange cross-section of 0.4 nm².**

*Model answer.* These are rough values for magnetron sputtering, where a target voltage of a few hundred volts is also usual. One assumption whose failure can strongly change some of the impact energies is that of a collision-free sheath. The mean free path for charge exchange is k_BT/(pσ) = 25.9 mm, so the fraction of ions exchanging charge is

1 − exp(−1/25.9) = 3.8%.

After one exchange, a fast neutral molecule and a new slow ion share the 500 eV. Their four atoms then average 125 eV, instead of two atoms at 250 eV. Higher pressure or a wider sheath raises this fraction if the other settings are held fixed.

Near a conducting surface, the image force on a unit charge at distance z is 1/(4z²). Integration from infinity gives an energy gain 1/(4z), or 1/(8z) per atom. At z = 0.2 nm this is 0.90 eV per atom, and less if the ion is neutralized farther out. If the bond broke before impact and translation had to supply the whole 9 eV, each atom would lose 4.5 eV. Neutralization can supply energy instead, and may leave a release K as in part (b).

A real target atom is also bound to its neighbours, and a nitrided surface contains nitrogen as well as zirconium. These facts alter the energy transfers of parts (d) and (e), but not the arrival energy. The computed values are collected in the numerical output.

Table of computed values

```
N2+ energy: 500 eV
N mass: 14.007 u; Zr mass: 91.224 u
common speed: 58.7 km/s
impact energy per N atom: 250.0 eV
same energy: 9.187 hartree
accelerated ion, charged atom: 249.68 eV
accelerated ion, other atom: 250.32 eV
rough bond depth: 9.0 eV
rough bond length: 0.11 nm
Morse range parameter: 27 1/nm
vibration period: 14.8 fs
rough collision length: 0.1 nm
time to cross that length: 1.70 fs
chosen release K: 1.0 eV
mean atom energy with release: 250.5 eV
rms spread with release: 12.9 eV
lowest energy with release: 228.1 eV
highest energy with release: 272.9 eV
vibrational quantum: 0.280 eV
zero-point kinetic, harmonic: 0.0700 eV
zero-point kinetic, Morse: 0.0694 eV
rms spread from zero-point motion: 3.4 eV
gas temperature: 300 K
mean rotational energy: 0.0259 eV
rms spread from rotation: 2.1 eV
max transfer, one N atom to Zr: 115.4 eV
same transfer from trajectory: 115.4 eV
max transfer, compact 500 eV N2: 359.5 eV
Zr energy, side by side, no bond: 125.7 eV
Zr energy, side by side, bond: 126.2 eV
change due to bond, side by side: 0.36 %
Zr energy, end-on, no N-N force: 348.5 eV
Zr energy, end-on, N-N force: 349.0 eV
change, end-on: 0.1 %
rough image distance: 0.2 nm
image energy gain per atom: 0.90 eV
bond cost per atom if from motion: 4.5 eV
rough gas pressure: 0.003 Torr
rough sheath width: 1.0 mm
rough exchange cross-section: 0.4 nm^2
charge-exchange mean free path: 25.9 mm
ions exchanging charge in sheath: 3.8 %
```
